Local field of aligned in-plane dipoles on a square lattice, part 2

The problem is the field that equal dipoles on a square lattice produce at one another's sites, and what it does in a low-k film. Static point dipoles p stand in vacuum at spacing a in the plane z = 0. SI units are used, with dipoles in debye (D). At a distance r, the field of a dipole follows from

E_i = (1/4πε₀) Σ_j T_ij p_j, T_ij = ∂_i∂_j(1/r).

The trace of T vanishes. Summed over the neighbours, the field on in-plane dipoles is

E_nb = C p/(4πε₀a³), C = S/2,
S = Σ′ (m² + n²)^(−3/2),

where the prime leaves out m = n = 0. Here C = 4.517 and S = 9.034. For perpendicular dipoles the coefficient is −S. On a rectangular lattice with spacing a along x and 2a along y, the coefficient for dipoles along x is 4.8.

Direct sums used charge pairs 0.001a long on a finite block, with a continuum "tail" for the sites outside. Cutting the lattice to a square of half-side h removes 2√2 a/h from C at the centre, if all dipoles stay equal.

Units of polarizability volume α′ respond to the local field E_loc, which is the applied field E₀ plus that of the neighbours:

p = 4πε₀α′E_loc,
E_loc/E₀ = 1/(1 − Cα′/a³).

This ratio is the in-plane gain. A dipole pattern that reproduces itself under T with coefficient λ/a³ becomes unstable when α′/a³ exceeds 1/λ. The uniform pattern has λ = C. Rows aligned along x, with the direction alternating from row to row, have 5.099 and a limit of 0.1961.

The example is a rough model of a dense methylsilsesquioxane film between metal lines, with the field in the plane of the film: a = 0.45 nm, α′ = 0.008 nm³, E₀ = 1 MV/cm. Then α′/a³ = 0.0878, Cα′/a³ = 0.397 and the gain is 1.657. The local field is 1.657 MV/cm, of which the neighbours supply 0.657 MV/cm, and the induced dipole is 0.0442 D.

Q: Could a still cleverer pattern spoil your example at 0.0878?

A: For perpendicular patterns I can exclude it. Each neighbour contributes at most 1/r³ in size, so no λ exceeds S, and the limit can't lie below 1/9.034 = 0.111. For in-plane patterns I have numerical evidence and no proof. The largest λ of the 19 by 19 patch, with every in-plane pattern allowed, lies between 4.517 and the striped value 5.099. An in-plane instability at 0.0878 would need λ above 11.

Q: What does the gain say about density? People lower the permittivity of these films by making them less dense.

A: Hold α′ fixed and vary the spacing. The coupling goes as 1/a³, or as the areal density 1/a² to the power 3/2. Here the areal density is 4.94 nm⁻². For a small change da,

d(E_loc)/E_loc = −3 (Cα′/a³)(E_loc/E₀) da/a,

which follows from differentiating the gain. The factor is 3 × 0.397 × 1.657 = 1.97. A spacing 5 % larger should lower the local field by about 10 % to first order. The full formula gives a gain of 1.521, a drop of 8 %, because the sensitivity falls as the sheet expands. So a uniform expansion acts twice on the polarization: there are fewer dipoles, and each one is smaller. This holds if the spacing grows equally in both directions and the units keep their polarizability. Pores are a different case, because they leave the spacing in the solid part unchanged. Taking out every second one of the rows that run along the field even raises the coefficient from 4.5 to 4.8, as the rectangular lattice of the first half shows, and each remaining dipole grows. That is a special pattern. If a fraction f of the units is missing at random and the remaining dipoles are taken as equal, each neighbour is present with probability 1 − f, and the mean coefficient falls to (1 − f)C. A change of chemistry can change α′ as well.

Q: A film isn't one sheet. Surely the layers above and below matter as much as the neighbours in the plane?

A: They matter little if they repeat the square lattice at a height of a or more. At such heights their effect falls exponentially with the distance. Much closer in, for layers stacked site above site, the dipole directly above or below dominates, and the effect follows its inverse cube. Put a unit charge on every site of one layer and expand the charge density in plane waves, with reciprocal vectors G:

σ = (1/a²) Σ_G exp(iG·ρ).

Off the layer the potential obeys Laplace's equation, so each wave decays as exp(−G|z|). In units where one charge has the potential 1/r, the slope in z must jump by −4π/a² for each wave. The jump is −2G times the amplitude, so the amplitude is 2π/(a²G). The term G = 0 doesn't vary along the plane and drops out of what follows.

The dipole field along x comes from ∂_x∂_x acting on this potential, which brings down −G_x². Directly above a site,

ΣT_xx = −(2π/a²) Σ (G_x²/G) exp(−G|z|) = −(π/a²) Σ G exp(−G|z|).

The square symmetry replaced G_x² by G²/2. The smallest G is 2π/a, so at z = a the leading exponential is exp(−2π), about 0.002. In the unit of C one adjacent layer contributes −0.1637. A direct sum over charge pairs on 601 by 601 sites, with the tail added, agrees to within 0.00002.

Q: Minus, then. The layers oppose.

A: Yes, weakly, when they sit directly above the sites. A layer shifted by half a spacing along the field aids by about the same amount, because the leading waves then change sign. In a simple cubic stack all the other layers together give −0.3280, so

C_bulk = 4.5168 − 0.3280 = 4.1888 = 4π/3.

This is the Lorentz value, and it can be reached by a separate argument. Draw a large sphere around a site. Inside it, cubic symmetry makes the sums of T_xx, T_yy and T_zz equal, and zero trace then makes each of them vanish. Outside, treat the dipoles as a continuous polarization P = p/a³. The spherical surface carries the charge density P cos θ in size, and its field along P at the centre is

(P/4πε₀) ∫ cos²θ dΩ = (P/4πε₀)(4π/3) = P/(3ε₀).

The top and bottom faces of the film are parallel to P and carry no charge, and its ends are taken to be far away. Written in the form of C, P/(3ε₀) is (4π/3) p/(4πε₀a³). In the bulk, then, zero trace removes the contribution of the near neighbours, while in one sheet it fixes a nonzero one. The difference lies in the symmetry.

Q: And what permittivity results?

A: The gain in the stack is 1/(1 − 4.189 × 0.0878) = 1.582, which is 4.5 % below that of the single sheet. With P = p/a³ and P = ε₀(k − 1)E₀,

k = 1 + 4π(α′/a³)(E_loc/E₀) = 1 + 4π × 0.0878 × 1.582 = 2.74.

Here E₀ is the average field in the film, since the in-plane polarization puts no charge on its faces.

Q: Is that the value of the real material?

A: It lies in the right range, roughly 2.7 for dense films of this kind, because I chose a and α′ in that regime. It isn't a prediction. The field of 1 MV/cm is on the high side: 1 V across 20 nm is 0.5 MV/cm. The gain doesn't depend on that choice.

The assumption that a real film breaks most plainly is order, since the film is amorphous. Suppose each unit is displaced at random by 0.045 nm rms along each axis, a tenth of the spacing, with all dipoles kept equal. In 4000 random samples the mean coefficient is 4.50 with a standard error of 0.02, which agrees with 4.517. From site to site, however, it varies by 1.32 rms, or 29 % of C. If the neighbours carry the average dipole, the local field varies by

1.32 × 0.0878 × 1.657 = 0.19 MV/cm,

which is 12 % of its mean. The typical spread is larger once the dipoles adjust, because units that happen to lie close together in line with the field strengthen each other's dipoles. Two point dipoles in line at a distance r have a coefficient of 2/r³, so they become unstable by themselves when r falls below (2α′)^(1/3) = 0.25 nm. Other neighbours bring this on at a slightly larger distance. At the assumed displacement a pair must close by about three times the rms relative displacement, which happens for roughly one nearest-neighbour pair in 2000. An extended sheet with this disorder therefore contains pairs at which the point-dipole model fails, even though the ordered lattice is stable. The figures above hold only for dipoles kept equal. The displacement is an assumed one, and a real network may be more disordered.

Q: Why does the mean stay put while everything else jumps about?

A: Because of Laplace's equation again. T_xx is a second derivative of 1/r, so away from the source it also satisfies ∇²T_xx = 0. Its average over a sphere changes with the radius R at the rate

(1/4πR²) × (flux of ∇T_xx out of the sphere) = (1/4πR²) ∫ ∇²T_xx dV = 0.

The average over the sphere equals the value at its centre, provided the source lies outside. A displacement without preferred direction is a mixture of such spheres. The relative displacement of two units is 0.14a rms per axis, so a sphere that reaches the source is very rare. The argument fails if the displacements prefer the plane, or if the dipoles adjust to their different local fields.

Q: Your units are points. A real one has a size comparable to the spacing.

A: Replace each point dipole by two charges 0.15 nm apart, so d = a/3. For dipoles along an edge of the square, the coefficient at the centre of a unit rises to 4.808, by 6 %. The nearest neighbours show why. In units of a, head to tail gives

(1/d)[1/(1 − d/2)² − 1/(1 + d/2)²] = 2/(1 − d²/4)² = 2.116,

and side by side gives −1/(1 + d²/4)^(3/2) = −0.960. The four nearest now add 2(2.116 − 0.960) = 2.31 instead of 2. That is slightly more than the whole increase, so the farther neighbours take a little back. If the unit responds to the field at its centre, the gain becomes 1/(1 − 4.808 × 0.0878) = 1.73. This change has about the same size as that due to the other layers, and the opposite sign. It isn't a general rule for extended units. Along an edge, a unit that responds to the average field along its length gains more, while dipoles along the diagonal of the square gain less than points do.

Q: And a narrow gap between lines?

A: For a free-standing square of side 20 nm, h = 10 nm, and C at the centre loses 2√2 × 0.45/10 = 0.127, or 2.8 %, with equal dipoles. A gap between metal lines is different. A dipole that points at a flat metal wall has an image with the same direction. Tall flat walls half a spacing beyond the last dipoles therefore continue the lattice as if it had no end, and for equal dipoles the loss vanishes.

Q: Some of these units may carry a permanent moment. Doesn't the field turn it?

A: Take a rough 1 D at an operating temperature of 378 K. The energy of this moment in the local field is x = 0.106 in units of kT. For a freely turning moment the average alignment is coth x − 1/x = x/3 − x³/45 + …, so the departure from linearity is −x²/15, or −0.075 %. Saturation is negligible.

The linear part is not. In a fixed local field of 1.657 MV/cm the average moment would be 1 D × 0.106/3 = 0.035 D, which is 80 % of the induced 0.0442 D. But the turned moments also raise the local field, so they have to be counted in α′. That makes α′ 1.8 times as large, and the gain would rise to about 1/(1 − 1.8 × 0.397) = 3.5. Moreover, aligned moments of 1 D would produce a neighbour field of 0.657/0.0442 = 14.9 MV/cm, in which each has an energy of about 0.95 kT. Such moments would be correlated with one another, and the average-field treatment would no longer be safe. The example therefore stands for units that the network keeps from turning freely.

Q: Finally, would the film survive this field?

A: With a rough breakdown field of 5 MV/cm, the applied field is 0.20 of it. The applied field is the one to compare, because breakdown fields are quoted as averages over the film.

Tunnelling from a line through a barrier of a rough 3 eV is negligible. Write U for the barrier height and integrate the decay constant √(2m(U − eE₀x))/ħ from x = 0 to U/(eE₀). Doubling it for the probability gives the exponent

4√(2m) U^(3/2)/(3eħE₀) = 355

for the free electron mass. The triangular barrier needs U/(eE₀) = 30 nm. In a 20 nm gap it is cut off where 1 eV remains, and the exponent becomes 355 × [1 − (1/3)^(3/2)] = 287. Leakage through defects is a different process, and this estimate says nothing about it. The numerical output below lists the values used here.

Calculated quantities

```
Coefficients in p/(4 pi eps0 a^3):
lattice sum S (dimensionless)        9.033622
in-plane coefficient C = S/2         4.516811
direct charge-pair sum, in plane     4.5168
direct charge-pair sum, perpendicular -9.0336
shell r^2=1 a^2, 4 sites, adds    2.0000
shell r^2=2 a^2, 4 sites, adds    0.7071
shell r^2=4 a^2, 4 sites, adds    0.2500
shell r^2=5 a^2, 8 sites, adds    0.3578
rectangle b=2a, fields xx, yy, zz    4.8, -0.8, -4.0
screened (length a) ratio xx/|zz|    0.872
one adjacent layer at height a       -0.1637
all other layers, cubic stack        -0.3280
cubic stack total (4 pi/3)           4.1888
striped pattern coefficient          5.0989
Example, rough low-k parameters:
spacing a                            0.45 nm
polarizability volume                0.008 nm^3
applied in-plane field               1.0 MV/cm
areal density                        4.94 nm^-2
coupling alpha/a^3                   0.0878
stability limit of alpha/a^3, stripes 0.1961
uniform-mode limit of alpha/a^3      0.2214
in-plane gain                        1.657
perpendicular gain                   0.558
neighbour field                      0.657 MV/cm
local field                          1.657 MV/cm
induced dipole                       0.0442 D
patch 19x19 centre gain              1.579
patch 37x37 centre gain              1.618
patch gain, extrapolated             1.659
in-plane gain at a=0.4725 nm       1.521
cubic-stack gain                     1.582
cubic-stack relative permittivity    2.74
Neglected effects:
position jitter per axis, rms        0.045 nm
jittered C: mean                     4.50
jittered C: standard error of mean   0.02
jittered C: site-to-site rms         1.32
C for dipoles 0.15 nm long           4.808
loss of C, centre of 20 nm square    0.127
temperature                          378 K
permanent moment (rough)             1.0 D
moment energy / kT                   0.106
orientational saturation             -0.075 %
breakdown field (rough)              5 MV/cm
applied / breakdown field            0.20
tunnel barrier (rough)               3 eV
tunnelling exponent (free mass)      355
```
